\section*{Finite-field checks of Hartree–Fock shieldings: errors and choice of step, part 1}

(Sections cited here and not found follow in the later parts.)

\section{A two-level model of the finite-field shielding check}

Take two real orthonormal orbitals $|i\rangle$ and $|a\rangle$, separated in energy by $\Delta>0$, and two non-interacting electrons in the lower level. A magnetic field $B$ couples them through a purely imaginary element $h_{ai}=i\ell B=h_{ia}^*$. The derivative of the Hamiltonian with respect to a nuclear magnetic moment is also imaginary, $N_{ai}=in=N_{ia}^*$. The occupied orbital and its orthogonal partner are
\begin{equation}
|\phi\rangle=\cos\theta\,|i\rangle+i\sin\theta\,|a\rangle,\qquad
|a'\rangle=\cos\theta\,|a\rangle+i\sin\theta\,|i\rangle .
\end{equation}
The expectation value of $N$ for two electrons is
\begin{equation}
M=2\left(N_{ia}\,i\sin\theta\cos\theta+\text{c.c.}\right)=4n\sin\theta\cos\theta=2n\sin2\theta .
\end{equation}
With the lower level at zero energy, $h|\phi\rangle=\ell B\sin\theta\,|i\rangle+i(\ell B\cos\theta+\Delta\sin\theta)|a\rangle$, and $\langle a'|=\cos\theta\langle a|-i\sin\theta\langle i|$, so the element that a solver must drive to zero is
\begin{equation}
g=\langle a'|h|\phi\rangle=i\left[\ell B\cos2\theta+\tfrac12\Delta\sin2\theta\right].
\end{equation}
It vanishes at $\tan2\theta_0=-2\ell B/\Delta$. On the branch with $\theta_0\to0$ as $B\to0$,
\begin{equation}
M(B)=-\frac{4n\ell B}{\sqrt{\Delta^2+4\ell^2B^2}}
=\sigma B+c_3B^3+\dots,\qquad \sigma=-\frac{4n\ell}{\Delta},\quad c_3=\frac{8n\ell^3}{\Delta^3},
\end{equation}
where $(1+y)^{-1/2}=1-y/2+\dots$ was used with $y=4\ell^2B^2/\Delta^2$. $M$ is odd in $B$, so the quotient $[M(h)-M(-h)]/2h$ equals $\sigma+c_3h^2+\dots$, and the radius of convergence of the series is $\Delta/2|\ell|$, the distance from the origin to the branch points of the square root at $B=\pm i\Delta/2\ell$.

Let a solver stop at $\theta_0+k$ instead of $\theta_0$. For small $B$ and $k$ the derivatives of the expressions above give $\operatorname{Im}g\simeq\Delta k$ and $\delta M\simeq4nk$, hence $\delta M=(4n/\Delta)\operatorname{Im}g$. If the solver guarantees $|g|\le\tau$, the quotient is uncertain by $(4|n|/\Delta)\tau/h$. The energy $2\langle\phi|h|\phi\rangle=2\Delta\sin^2\theta+2\ell B\sin2\theta$ is stationary at $\theta_0$ and moves only by $2\Delta k^2=2|g|^2/\Delta$. The error of $M$ is of first order in the residual and that of the energy is of second order.

The finite-field check of a computed shielding does the same for a molecule. It solves the complex Hartree--Fock equations with London (gauge-including) atomic orbitals at fields $\pm h$, evaluates the expectation value of the nuclear-dipole operator, and compares the difference quotient with the analytic GIAO shielding. Its settings are the step $h$, the threshold $\tau$ on the orbital gradient, and the number of steps used for extrapolation.

\section{The quantity that is differentiated}

Hartree atomic units are used, in which $\mu_0/4\pi=\alpha^2$; shieldings are multiplied by $10^6$ to give ppm. The method is closed-shell restricted Hartree--Fock without spin terms. The zero-field solution is assumed real and stable, and the solution at field $\mathbf B$ is the one that grows continuously out of it. Indices $s,t,u,v$ are Cartesian, $\mu,\nu,\lambda,\rho$ label basis functions, $i,j$ occupied and $a,b$ virtual orbitals. The scalar $h$ is the step and the matrix $\mathbf h$ is the one-electron Hamiltonian.

For an electron of charge $-1$ the kinetic energy is $\frac12(\boldsymbol\pi+\mathbf A_m)^2$, with
\begin{equation}
\boldsymbol\pi=\hat{\mathbf p}+\mathbf A_B,\quad
\mathbf A_B(\mathbf r)=\tfrac12\mathbf B\times(\mathbf r-\mathbf O),\quad
\mathbf A_m=\alpha^2\,\frac{\mathbf m\times\mathbf r_K}{r_K^3},
\end{equation}
where $\mathbf r_K=\mathbf r-\mathbf K$ is measured from the nucleus at $\mathbf K$ and $\mathbf O$ is the gauge origin. The term linear in $\mathbf m$ is $\frac12(\boldsymbol\pi\cdot\mathbf A_m+\mathbf A_m\cdot\boldsymbol\pi)=\mathbf A_m\cdot\boldsymbol\pi-\frac i2\nabla\cdot\mathbf A_m$. The divergence vanishes because $\mathbf A_m=\alpha^2\nabla\times(\mathbf m/r_K)$ is a curl. The cyclic property of the triple product gives $\mathbf A_m\cdot\boldsymbol\pi=\mathbf m\cdot\hat{\mathbf N}$ with
\begin{equation}
\hat{\mathbf N}=\alpha^2\,\frac{\mathbf r_K\times\boldsymbol\pi}{r_K^3}.
\end{equation}
The shielding is defined by $E=E_0-\mathbf m\cdot\mathbf B+\sum_{st}B_s\sigma_{st}m_t+\dots$, so $\sigma_{st}=\partial^2E_{\rm el}/\partial B_s\partial m_t$ with the field index first. The tensor is not symmetric in general, so the index order must be fixed before two results are compared.

With basis functions $\omega_\mu$, occupied coefficients $\mathbf C_o$ and $\mathbf D=2\mathbf C_o\mathbf C_o^\dagger$, the expectation value of a one-electron operator is $\operatorname{Tr}\mathbf{DX}$, and
\begin{align}
E_{\rm el}&=\operatorname{Tr}\mathbf{Dh}+\tfrac12\operatorname{Tr}\mathbf D\,\mathbf G(\mathbf D),\qquad \mathbf F=\mathbf h+\mathbf G(\mathbf D),\\
G_{\mu\nu}(\mathbf D)&=\sum_{\lambda\rho}D_{\rho\lambda}\left[(\mu\nu|\lambda\rho)-\tfrac12(\mu\rho|\lambda\nu)\right],
\label{eq:G}
\end{align}
where $(\mu\nu|\lambda\rho)=\iint\omega_\mu^*\omega_\nu(1)\,r_{12}^{-1}\,\omega_\lambda^*\omega_\rho(2)$. Exchange of the electron labels gives $\operatorname{Tr}\mathbf D\mathbf G(\mathbf D')=\operatorname{Tr}\mathbf D'\mathbf G(\mathbf D)$, so a change of $\mathbf D$ alone changes the energy by $\operatorname{Tr}\mathbf F\,\partial\mathbf D$. At a solution, $\mathbf F\mathbf c_i=\varepsilon_i\mathbf S\mathbf c_i$ and $\mathbf c_i^\dagger\mathbf S\mathbf c_i=1$, so
\begin{equation}
\operatorname{Tr}\mathbf F\,\partial\mathbf D=2\sum_i\varepsilon_i\left(\mathbf c_i^\dagger\mathbf S\,\partial\mathbf c_i+\partial\mathbf c_i^\dagger\,\mathbf S\mathbf c_i\right)=-2\sum_i\varepsilon_i\,\mathbf c_i^\dagger(\partial\mathbf S)\mathbf c_i .
\end{equation}
The basis depends on $\mathbf B$ but not on $\mathbf m$. For the derivative in $m_t$ both $\partial\mathbf S$ and the derivative of the two-electron integrals are zero, and the Hellmann--Feynman form is exact at any field:
\begin{equation}
\left.\frac{\partial E_{\rm el}}{\partial m_t}\right|_{\mathbf m=0}=M_t(\mathbf B)=\operatorname{Tr}\mathbf D(\mathbf B)\mathbf N_t(\mathbf B),\qquad \sigma_{st}=\left.\frac{\partial M_t}{\partial B_s}\right|_{0}.
\label{eq:M}
\end{equation}
This fixes the order of differentiation. The opposite order, a finite moment and an expectation value for the field, would need the $\partial\mathbf S$ term and the two-electron derivatives. Physically $-\mathbf M$ is the magnetic field that the electronic current produces at the nucleus, and one pair of calculations per field direction gives a row of the tensor for all nuclei at once.

\section{London orbitals and time reversal}

A London orbital attaches a phase to a real function $\chi_\nu$: $\omega_\nu=e^{-i\mathbf A_B(\mathbf G_\nu)\cdot\mathbf r}\chi_\nu$, where $\mathbf G_\nu$ is the centre assigned to the function. Since $\hat{\mathbf p}\,e^{-i\mathbf q\cdot\mathbf r}\chi=e^{-i\mathbf q\cdot\mathbf r}(\hat{\mathbf p}-\mathbf q)\chi$ and $\mathbf A_B(\mathbf r)-\mathbf A_B(\mathbf G_\nu)=\frac12\mathbf B\times(\mathbf r-\mathbf G_\nu)$, any operator built from $\mathbf r$ and $\boldsymbol\pi$ has elements
\begin{equation}
X_{\mu\nu}=\int\chi_\mu\,e^{i\mathbf k\cdot\mathbf r}\,X\!\left(\mathbf r,\hat{\mathbf p}+\tfrac12\mathbf B\times\mathbf r_\nu\right)\chi_\nu\,d^3r,\qquad \mathbf k=\tfrac12\mathbf B\times\mathbf G_{\mu\nu},
\label{eq:london}
\end{equation}
with $\mathbf r_\nu=\mathbf r-\mathbf G_\nu$ and $\mathbf G_{\mu\nu}=\mathbf G_\mu-\mathbf G_\nu$. The origin $\mathbf O$ has cancelled. If the molecule is moved by $\mathbf T$, the substitution $\mathbf r\to\mathbf r+\mathbf T$ restores everything except a factor $e^{i\mathbf k\cdot\mathbf T}=e^{i\vartheta_\mu}e^{-i\vartheta_\nu}$ with $\vartheta_\mu=\frac12(\mathbf B\times\mathbf G_\mu)\cdot\mathbf T$. With the diagonal unitary $\mathbf V=\operatorname{diag}(e^{i\vartheta_\mu})$ every matrix becomes $\mathbf{VXV}^\dagger$, each index pair of the two-electron integrals transforms the same way, $\mathbf{VC}$ solves the new equations, and $\operatorname{Tr}\mathbf{DN}$ is unchanged at every field strength.

Complex conjugation relates the two signs of the field. From the definition $\omega_\nu(-\mathbf B)=\omega_\nu(\mathbf B)^*$, and for any function $f$
\begin{equation}
(\boldsymbol\pi_{\mathbf B}f)^*=-\hat{\mathbf p}f^*+\mathbf A_Bf^*=-\boldsymbol\pi_{-\mathbf B}f^* .
\end{equation}
The overlap, the potentials and $\pi^2$ contain $\boldsymbol\pi$ an even number of times and $\hat{\mathbf N}$ contains it once, so
\begin{equation}
\mathbf X(-\mathbf B)=\mathbf X(\mathbf B)^*\ \ \text{for }\mathbf S,\ \mathbf h,\ (\mu\nu|\lambda\rho),\qquad \mathbf N(-\mathbf B)=-\mathbf N(\mathbf B)^* .
\label{eq:TR}
\end{equation}
The minus sign is easily lost when the integrals at $-\mathbf B$ are generated by conjugation; without it $M(h)-M(-h)$ is zero. Conjugating the SCF equations shows that $\mathbf C(\mathbf B)^*$ solves them at $-\mathbf B$, and this is the continuous branch because the zero-field solution is real. Then $\mathbf D(-\mathbf B)=\mathbf D(\mathbf B)^*$ and $M_t(-\mathbf B)=-M_t(\mathbf B)^*=-M_t(\mathbf B)$, the trace of a product of two Hermitian matrices being real. Expanding \eqref{eq:TR} in $B$, with superscripts for the order, shows that $\mathbf S^1$, $\mathbf h^1$, $\mathbf D^1$, $\mathbf N^0$ and the first-order two-electron integrals are imaginary, while $\mathbf N^1$ is real. An imaginary Hermitian matrix is antisymmetric.

\section{The analytic shielding under test}

Differentiating \eqref{eq:M} at zero field gives
\begin{equation}
\sigma_{st}=\operatorname{Tr}\mathbf D^0\mathbf N^1_{st}+\operatorname{Tr}\mathbf D^1_s\mathbf N^0_t .
\label{eq:sigma}
\end{equation}
A finite-field code that contracts $\mathbf D(\mathbf B)$ with the zero-field operator reproduces only the second term.

In \eqref{eq:london} the field enters through the phase, where $\mathbf k\cdot\mathbf r=\frac12\mathbf B\cdot(\mathbf G_{\mu\nu}\times\mathbf r)$, and through the operator. Define the phase derivative of a zero-field operator $X^0$ as
\begin{equation}
\Phi_s[X^0]_{\mu\nu}=\tfrac i2\sum_{uv}\epsilon_{suv}\,G_{\mu\nu,u}\,\langle r_v\chi_\mu|X^0|\chi_\nu\rangle .
\end{equation}
In the kinetic energy the linear term is $\frac12(\mathbf B\times\mathbf r_\nu)\cdot\hat{\mathbf p}=\frac12\mathbf B\cdot(\mathbf r_\nu\times\hat{\mathbf p})$, the vector potential being again divergence-free. In the dipole operator, for a field along $\mathbf e_s$, the rule for the double cross product gives $\mathbf r_K\times\frac12(\mathbf e_s\times\mathbf r_\nu)=\frac12[\mathbf e_s(\mathbf r_K\cdot\mathbf r_\nu)-\mathbf r_\nu\,r_{K,s}]$. Therefore
\begin{align}
\mathbf S^1_s&=\Phi_s[1],\\
(h^1_s)_{\mu\nu}&=\Phi_s[h^0]_{\mu\nu}+\tfrac12\langle\chi_\mu|(\mathbf r_\nu\times\hat{\mathbf p})_s|\chi_\nu\rangle,\\
(N^1_{st})_{\mu\nu}&=\Phi_s[\hat N^0_t]_{\mu\nu}+\tfrac{\alpha^2}2\Big\langle\chi_\mu\Big|\frac{\delta_{st}\,\mathbf r_K\cdot\mathbf r_\nu-r_{K,s}\,r_{\nu,t}}{r_K^3}\Big|\chi_\nu\Big\rangle,
\end{align}
and the two-electron integrals receive one phase derivative for each electron. For a closed-shell atom with only $s$ functions, all centred on the nucleus, every $\Phi_s$ and $\mathbf r_\nu\times\hat{\mathbf p}\,\chi_\nu$ vanish, the angular average of $\delta_{st}-\hat r_s\hat r_t$ is $\frac23\delta_{st}$, and $\sigma=\frac{\alpha^2}{3}\langle1/r\rangle$ summed over electrons. This is Lamb's formula, positive as the sign convention requires.

For $\mathbf D^1$ write $\mathbf C^1=\mathbf C^0\mathbf U$, drop the index $s$, and take matrices with orbital indices in the zero-field orbitals. Differentiating $\mathbf C^\dagger\mathbf{SC}=\mathbf 1$ gives $\mathbf U+\mathbf U^\dagger+\mathbf S^1=0$. Differentiating $\mathbf D$ and splitting the columns of $\mathbf U$ that belong to occupied orbitals,
\begin{equation}
\mathbf D^1=\mathbf D^1_{oo}+2\left(\mathbf C_v\mathbf U_{vo}\mathbf C_o^T+\mathbf C_o\mathbf U_{vo}^\dagger\mathbf C_v^T\right),\qquad \mathbf D^1_{oo}=-2\,\mathbf C_o\mathbf S^1_{oo}\mathbf C_o^T .
\end{equation}
Only $\mathbf U_{oo}+\mathbf U_{oo}^\dagger$ appears, so the choice $\mathbf U_{oo}=-\frac12\mathbf S^1_{oo}$ loses nothing. The occupied equations $\mathbf{FC}_o=\mathbf{SC}_o\boldsymbol\varepsilon$, in which $\boldsymbol\varepsilon$ may acquire off-diagonal elements, are differentiated and multiplied by $\mathbf c_a^T$. The term with $\boldsymbol\varepsilon^1$ drops out because $\mathbf c_a^T\mathbf S^0\mathbf C_o=0$, which leaves
\begin{equation}
(\varepsilon_a-\varepsilon_i)U_{ai}+F^1_{ai}-\varepsilon_iS^1_{ai}=0,\qquad \mathbf F^1=\mathbf h^1+\mathbf G^1(\mathbf D^0)+\mathbf G^0(\mathbf D^1).
\end{equation}
Put $U_{bj}=iu_{bj}$ with real $u$. The virtual-occupied part of $\mathbf D^1$ has $D_{bj}=2iu_{bj}$ and $D_{jb}=-2iu_{bj}$. Its Coulomb term in \eqref{eq:G} is zero, since real integrals are symmetric in $\lambda\rho$ and the density is antisymmetric. The exchange term has the two contributions $(\rho,\lambda)=(b,j)$ and $(j,b)$:
\begin{equation}
G^0_{ai}=-\tfrac12\sum_{bj}\left[2iu_{bj}(ab|ji)-2iu_{bj}(aj|bi)\right]=-i\sum_{bj}\left[(ab|ij)-(aj|bi)\right]u_{bj}.
\label{eq:K}
\end{equation}
Taking the imaginary part gives the coupled-perturbed equations
\begin{align}
\mathbf H^-\mathbf u&=-\mathbf w,\qquad H^-_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}-(ab|ij)+(aj|bi),\\
w_{ai}&=\operatorname{Im}\left[\mathbf h^1+\mathbf G^1(\mathbf D^0)+\mathbf G^0(\mathbf D^1_{oo})\right]_{ai}-\varepsilon_i\operatorname{Im}S^1_{ai}.
\end{align}
$\mathbf H^-$ is real and symmetric, and stability against complex rotations means that it is positive definite. In the linear response it takes the place that $\Delta$ has in the model.

The shielding is now defined as the field derivative of $\operatorname{Tr}\mathbf{DN}$, and its analytic form and response equations are in place. What remains is to obtain exact integrals at finite field, to analyse the errors of the difference quotient and choose the step, and to apply the check to an example.
